\section*{Dielectric relaxation time of n-type silicon and its meaning}

\section{The problem}

A metal contact is made on n-type silicon at 300 K. Behind its depletion layer lies a neutral body with free-electron density $n_0=10^{16}\ \mathrm{cm^{-3}}$, electron mobility $\mu=1200\ \mathrm{cm^2/Vs}$ and relative permittivity $\varepsilon_r=11.7$. A small, smooth charge disturbance is produced in this body, with the electrons initially at rest on average.

(a) Calculate the dielectric relaxation time. (b) How does diffusion change the decay of a disturbance of given wavelength? (c) Does the charge really decay as a single exponential with the time found in (a)? For (c), take rough effective masses $m_l=0.92$ and $m_t=0.19$, in units of the electron mass, for motion along and across the axis of a conduction valley.

The algebra uses atomic units: $e=\hbar=m_e=1$ and $4\pi\varepsilon_0=1$. An electron has charge $-1$, and $\mu$ is positive.

\section{A tempting solution}

The disturbance disappears because electrons move, and their motion is limited by scattering. It seems natural to take the relaxation time from the friction law
\begin{equation}
m_c\frac{dv}{dt}=-\frac{m_c v}{\tau_m},\qquad v(t)=v(0)e^{-t/\tau_m}.
\label{friction}
\end{equation}
In a steady field $E$ the force $-E$ balances friction, so $v=-\tau_mE/m_c$. By definition $v=-\mu E$, hence $\mu=\tau_m/m_c$ and
\begin{equation}
\tau_m=\mu m_c .
\label{taum}
\end{equation}
The mass that governs conduction, derived below, is
\begin{equation}
m_c=\frac{3}{1/m_l+2/m_t}=\frac{3}{1.087+10.526}=0.2583 .
\label{mcnumber}
\end{equation}
The mobility is $2.8206\times10^4$ atomic units, and the atomic unit of time is $2.4189\times10^{-17}$ s. Therefore
\begin{equation}
\tau_m=(2.8206\times10^4)(0.2583)(2.4189\times10^{-17}\ \mathrm{s})
=0.176\ \mathrm{ps},
\end{equation}
and the tempting answer to (a) is 0.18 ps.

\section{Where it fails}

The arithmetic is sound, but it answers another question. Equation \eqref{friction} describes how an average velocity dies out when no field acts. It says nothing about the charge. If electrons are displaced and friction then stops them, the displaced charge is still there. Something must drive them back, and for a smooth disturbance that is mainly the electric field of the charge itself.

The formula shows the omission. Equation \eqref{taum} contains neither the electron density nor the permittivity. With fewer electrons, a given field drives a smaller current and the charge at first disappears more slowly. With a larger permittivity, a given charge makes a weaker field, with the same consequence. The time in which the field first removes most of the charge must therefore depend on both quantities. The time $\tau_m$ is the momentum relaxation time. It returns in part (c), where it delays the start of the decay and, at this density, sets the decay time $2\tau_m$ of the late envelope.

\section{The right solution to part (a)}

Let $N$ be the uniform density of ionized donors and $n$ the density of free electrons. The net charge density is
\begin{equation}
\rho=N-n .
\end{equation}
Charge conservation requires
\begin{equation}
\frac{\partial\rho}{\partial t}=-\nabla\cdot\mathbf J .
\label{continuity}
\end{equation}
The electrons drift with velocity $-\mu\mathbf E$ and diffuse down their density gradient. Their particle flux is $-n\mu\mathbf E-D\nabla n$, where $D$ is the diffusion coefficient. Multiplication by the charge $-1$ gives the electric current density
\begin{equation}
\mathbf J=n\mu\mathbf E+D\nabla n .
\label{current}
\end{equation}

In the undisturbed body $n=n_0=N$ and $\mathbf E=0$. Write $n=n_0+\delta n$, so that $\rho=-\delta n$ and $\nabla n=-\nabla\rho$. The drift term is $n_0\mu\mathbf E+\delta n\,\mu\mathbf E$. Since $\mathbf E$ is itself produced by the disturbance, the second part is of second order and is dropped:
\begin{equation}
\mathbf J=n_0\mu\mathbf E-D\nabla\rho .
\label{linearcurrent}
\end{equation}
Gauss's law in atomic units is
\begin{equation}
\nabla\cdot\mathbf E=\frac{4\pi\rho}{\varepsilon_r}.
\label{gauss}
\end{equation}
Taking the divergence of \eqref{linearcurrent}, inserting \eqref{gauss} and using \eqref{continuity}, we find
\begin{equation}
\frac{\partial\rho}{\partial t}
=-\frac{4\pi n_0\mu}{\varepsilon_r}\rho+D\nabla^2\rho .
\label{full}
\end{equation}
For a disturbance smooth enough that the last term is negligible, each point relaxes independently:
\begin{equation}
\rho(t)=\rho_0e^{-t/\tau_d},\qquad
\tau_d=\frac{\varepsilon_r}{4\pi n_0\mu}.
\label{taud}
\end{equation}
This is the dielectric relaxation time. The minus sign in \eqref{full} has a direct meaning: positive charge makes an outward field, the outward current removes positive charge, and neutrality returns.

To pass to engineering units, replace $1/4\pi$ by $\varepsilon_0$ and restore the elementary charge $q$ in the conductivity $\sigma=qn_0\mu$:
\begin{equation}
\tau_d=\frac{\varepsilon_r\varepsilon_0}{qn_0\mu}=\frac{\varepsilon}{\sigma}.
\end{equation}
All lengths must be in the same unit. With centimetres throughout,
\begin{align}
\varepsilon&=11.7\,(8.8542\times10^{-14}\ \mathrm{F/cm})
=1.0359\times10^{-12}\ \mathrm{F/cm},\\
\sigma&=(1.6022\times10^{-19}\ \mathrm C)(10^{16}\ \mathrm{cm^{-3}})
(1200\ \mathrm{cm^2/Vs})=1.9226\ \mathrm{S/cm},\\
\tau_d&=\frac{1.0359\times10^{-12}\ \mathrm{F/cm}}{1.9226\ \mathrm{S/cm}}
=5.39\times10^{-13}\ \mathrm s .
\end{align}
The unit is right because a farad is a coulomb per volt and a siemens is a coulomb per second per volt, so their ratio is a second. The answer to (a) is
\begin{equation}
\boxed{\tau_d\simeq0.54\ \mathrm{ps}.}
\end{equation}

The atomic-unit formula gives the same result by a separate conversion. The density is $1.4818\times10^{-9}$, so
\begin{equation}
\tau_d=\frac{11.7}{4\pi(1.4818\times10^{-9})(2.8206\times10^4)}
=2.228\times10^4,
\end{equation}
and multiplication by the atomic unit of time again gives 0.54 ps. The tempting answer was too short by a factor of about three.

\section{Part (b): the effect of diffusion}

Take a wave $\rho\propto\cos kx$ with wavelength $\lambda=2\pi/k$. Then $\nabla^2\rho=-k^2\rho$, and \eqref{full} gives the decay rate
\begin{equation}
\frac1{\tau(k)}=\frac1{\tau_d}+Dk^2
=\frac{1+k^2L^2}{\tau_d},\qquad L^2=D\tau_d .
\label{diffusion}
\end{equation}
Diffusion helps the field to restore neutrality, so it shortens the decay.

The coefficient $D$ follows from equilibrium. In a potential $\phi$ an electron has energy $-\phi$, and at low density $n\propto e^{\phi/k_BT}$. Thus $\nabla n=n\nabla\phi/k_BT$, while $\mathbf E=-\nabla\phi$. Setting the current \eqref{current} to zero gives
\begin{equation}
-n\mu\nabla\phi+\frac{Dn}{k_BT}\nabla\phi=0
\quad\Longrightarrow\quad D=\mu k_BT .
\end{equation}
Consequently $L^2=\varepsilon_rk_BT/(4\pi n_0)$. The mobility has cancelled, and $L$ is the Debye length. The Boltzmann form is justified here because the electron density is only $3.6\times10^{-4}$ of the effective density of states of the band.

For the example $D=31.02\ \mathrm{cm^2/s}$ and
\begin{equation}
L=\sqrt{(31.02\ \mathrm{cm^2/s})(5.388\times10^{-13}\ \mathrm s)}
=4.09\times10^{-6}\ \mathrm{cm},
\end{equation}
or 40.9 nm. At $\lambda=10\ \mu$m, $kL=0.026$ and diffusion shortens the decay time by less than 0.1 per cent. At $\lambda=1\ \mu$m, $kL=0.257$, so $1+k^2L^2=1.066$ and the time falls to about 0.51 ps. These times assume that the current follows the field and the density gradient instantly and locally, and that the valleys exchange electrons fast enough to share one $D$; part (c) examines the first assumption for long wavelengths only. The size of the diffusion effect is less secure than these digits suggest. With the mean free path $\ell=\tau_m\sqrt{k_BT/m_c}$ one has $\ell^2/L^2=\tau_m/\tau_d$, about one third here, so corrections of order $k^2\ell^2$ are comparable to $k^2L^2$ at every wavelength. In a Boltzmann equation with one relaxation time and mixed valleys, the area under the normalized decay curve at 1 $\mu$m is 0.53 ps, not 0.51 ps. Formula \eqref{diffusion} is quantitative only when $\tau_m\ll\tau_d$.

Formula \eqref{diffusion} was tested by solving the nonlinear equations \eqref{continuity}, \eqref{current} and \eqref{gauss} on a periodic grid of 64 cells, starting from a density wave of amplitude $10^{-4}n_0$. The simulated decay times were 0.5385 ps at 10 $\mu$m and 0.5055 ps at 1 $\mu$m, equal to the formula to the digits given. This confirms the linearization and the diffusion term. It does not test Ohm's law itself, which was assumed in both calculations.

\section{Part (c): electrons have inertia}

Equation \eqref{current} lets the drift current follow the field instantly. In fact the current needs a time of order $\tau_m$ to adjust, and
\begin{equation}
\frac{\tau_m}{\tau_d}=\frac{0.176}{0.539}=0.327 .
\end{equation}
This is not a small number, so the single exponential must be re-examined.

\subsection{The equation of motion}

Silicon has six equivalent conduction valleys, two along each cubic axis. For a field along one axis, a third of the electrons respond with mass $m_l$ and two thirds with $m_t$. Assume one scattering time for all. In group $i$,
\begin{equation}
m_i\dot v_i=-E-\frac{m_iv_i}{\tau_m}.
\end{equation}
The current is $J=-\sum_i n_iv_i$. Dividing by $m_i$, multiplying by $-n_i$ and summing,
\begin{equation}
\dot J=\Big(\sum_i\frac{n_i}{m_i}\Big)E-\frac{J}{\tau_m},\qquad
\sum_i\frac{n_i}{m_i}=\frac{n_0}{3}\Big(\frac1{m_l}+\frac2{m_t}\Big)
=\frac{n_0}{m_c}.
\end{equation}
This establishes the mass used in \eqref{mcnumber}. Multiplication by $\tau_m$, with $\mu=\tau_m/m_c$, gives
\begin{equation}
\tau_m\dot J+J=n_0\mu E .
\label{drude}
\end{equation}
The same equation holds along each cubic axis, hence for the vector $\mathbf J$. Diffusion is left out, which restricts this part to long wavelengths.

Take the divergence of \eqref{drude}. On the left $\nabla\cdot\mathbf J=-\dot\rho$; on the right $n_0\mu\nabla\cdot\mathbf E=\rho/\tau_d$. Thus $-\tau_m\ddot\rho-\dot\rho=\rho/\tau_d$, or
\begin{equation}
\tau_m\ddot\rho+\dot\rho+\frac{\rho}{\tau_d}=0 .
\label{oscillator}
\end{equation}
This is a damped oscillator: the field of the charge supplies the restoring force, the electron mass the inertia and scattering the friction.

\subsection{Its solution}

The trial form $e^{st}$ gives $\tau_ms^2+s+1/\tau_d=0$, so
\begin{equation}
s=\frac{-1\pm\sqrt{1-4\tau_m/\tau_d}}{2\tau_m}.
\label{roots}
\end{equation}
Here $4\tau_m/\tau_d=1.31$ exceeds one. The roots are complex, $s=-\gamma\pm i\Omega$, with
\begin{equation}
\gamma=\frac1{2\tau_m},\qquad
\Omega^2=\frac1{\tau_m\tau_d}-\gamma^2 .
\end{equation}
Write $\rho=e^{-\gamma t}(A\cos\Omega t+B\sin\Omega t)$. The initial charge gives $A=\rho_0$. Electrons initially at rest carry no current, so $\dot\rho(0)=-\gamma A+\Omega B=0$ and $B=\gamma\rho_0/\Omega$. Hence
\begin{equation}
\frac{\rho}{\rho_0}=e^{-\gamma t}
\left(\cos\Omega t+\frac\gamma\Omega\sin\Omega t\right).
\label{solution}
\end{equation}
On differentiation the cosine terms cancel, leaving
\begin{equation}
\frac{\dot\rho}{\rho_0}=-\frac{\gamma^2+\Omega^2}{\Omega}
e^{-\gamma t}\sin\Omega t .
\end{equation}
The first turning point after the start is at $t=\pi/\Omega$, where
\begin{equation}
\frac{\rho}{\rho_0}=-e^{-\pi\gamma/\Omega}.
\label{overshoot}
\end{equation}
The charge has changed sign: the returning electrons overshoot neutrality.

\subsection{Reading the numbers}

For the example $\gamma=2.837\ \mathrm{ps^{-1}}$ and $\Omega=1.575\ \mathrm{ps^{-1}}$. At $t=0.605$ ps, $\gamma t=1.716$ and $\Omega t=0.953$, so
\begin{equation}
\frac{\rho}{\rho_0}=0.180\,(0.579+1.801\times0.815)=0.368=e^{-1}.
\end{equation}
The charge therefore falls to $1/e$ in 0.605 ps, about 12 per cent later than $\tau_d$. The delay comes from the start. Equation \eqref{oscillator} gives $\ddot\rho(0)=-\rho_0/(\tau_m\tau_d)$, so at first
\begin{equation}
\rho\simeq\rho_0\left(1-\frac{t^2}{2\tau_m\tau_d}\right),
\end{equation}
a quadratic fall in place of the linear fall of an exponential.

Later the order is reversed. At about 2.0 ps the simple exponential would leave 2.5 per cent of the charge with its original sign. Equation \eqref{overshoot} gives instead $-e^{-5.66}$, or $-0.35$ per cent. The oscillation is weak, since its amplitude is almost gone after half a period, but the long exponential tail is absent. The size of so small an overshoot depends on the assumption of one scattering time. In real silicon the scattering time varies with electron energy, so 0.35 per cent is a value of this model and not a prediction for the material. With a scattering time proportional to the inverse square root of the energy, at the same mobility, the overshoot grows to about 1.3 per cent and the $1/e$ time moves from 0.605 to about 0.62 ps.

These results were tested by integrating Newton's equations for the two mass groups, with all electrons first displaced by the same small distance and released from rest. The field was computed from their mean displacement. That displacement, divided by its initial value, agreed with \eqref{solution} to within $10^{-7}$ up to 8 ps.

\subsection{What remains of the relaxation time}

Integrate \eqref{oscillator} from zero to infinity. Both $\rho$ and $\dot\rho$ vanish at late times, so
\begin{equation}
-\tau_m\dot\rho(0)-\rho_0+\frac1{\tau_d}\int_0^\infty\rho\,dt=0 .
\end{equation}
For a start from rest, $\dot\rho(0)=0$ and
\begin{equation}
\int_0^\infty\frac{\rho}{\rho_0}\,dt=\tau_d .
\label{area}
\end{equation}
Within this model $\tau_d$ is the signed area under the normalized decay curve, whatever the value of $\tau_m$. The slow start and the missing tail compensate. The numerical integration of Newton's equations gave an area of 0.5388 ps, in agreement with $\varepsilon/\sigma$. The initial condition matters: if the current already had its Ohmic value, then $\dot\rho(0)=-\rho_0/\tau_d$ and the area would be $\tau_d-\tau_m$.

\subsection{Two limits}

When $\tau_m\ll\tau_d$, expand the square root in \eqref{roots} to first order in $\tau_m/\tau_d$. It becomes $1-2\tau_m/\tau_d$, and the roots are
\begin{equation}
s_1\simeq-\frac1{\tau_d},\qquad s_2\simeq-\frac1{\tau_m}.
\end{equation}
The current first adjusts in the short time $\tau_m$; the charge then decays in the long time $\tau_d$. This is the regime in which \eqref{taud} describes the whole curve. In a test with both masses reduced a hundredfold at fixed mobility, the decay differed from $e^{-t/\tau_d}$ by at most 0.0022 of the initial charge at 15 times between 0.1 and 1.5 ps.

When $\tau_m\gg\tau_d$, the term $\gamma^2$ is negligible and
\begin{equation}
\Omega\simeq\frac1{\sqrt{\tau_m\tau_d}}
=\sqrt{\frac{4\pi n_0}{\varepsilon_rm_c}} .
\end{equation}
The mobility has cancelled: this is the plasma oscillation of nearly free electrons.

The two kinds of decay meet at $4\tau_m=\tau_d$. At fixed mobility $\tau_d\propto1/n_0$, so the boundary density is
\begin{equation}
n_{\rm th}=n_0\frac{\tau_d}{4\tau_m}
=10^{16}\,\frac{0.5388}{4(0.1762)}\ \mathrm{cm^{-3}}
=7.6\times10^{15}\ \mathrm{cm^{-3}} .
\end{equation}
In this model the example lies just above the boundary, which is why the overshoot is small. An energy-dependent scattering time would shift the boundary, so the density found here is only an estimate for real silicon.

\section{The result beside a real contact}

The chosen density and mobility are typical of a moderately doped silicon layer at room temperature, and the resistivity they imply is 0.52 $\Omega$\,cm. If $10^{16}\ \mathrm{cm^{-3}}$ is the donor density and the donor level lies roughly 0.045 eV below the band, 99.6 per cent of the donors are ionized, which lengthens $\tau_d$ by 0.4 per cent. Temperature matters more. With a rough mobility law $T^{-2.2}$ and the electron density held fixed, $\tau_d$ rises to about 1.0 ps at 400 K.

The disturbance must also be weak enough for the low-field mobility to apply. A wave of relative amplitude $a$ has peak field $qan_0\lambda/(2\pi\varepsilon)$. For $a=10^{-4}$ and $\lambda=10\ \mu$m this is 24.6 V/cm, and the drift velocity $\mu E$ is 0.3 per cent of a rough saturation velocity of $10^7$ cm/s. At the same wavelength, $a=10^{-2}$ would raise this Ohmic ratio to 30 per cent; electrons released from rest reach about 0.7 of that, some 21 per cent, and a constant mobility would no longer be a safe assumption. At short wavelengths the limit is the mean free path, about 23 nm along one direction: the local current law requires $\lambda/2\pi$ to be much longer than this, and even then the small diffusion correction of part (b) is only approximate, because this length is not small against the Debye length.

The value 0.54 ps belongs to the neutral body. In the depletion layer under the contact most free electrons are absent, so the donor density must not be put in place of $n_0$ in \eqref{taud}.

Traps do not invalidate the result, but they change what relaxes. Capture turns a free electron into a fixed one at the same place and leaves the total $\rho$ unchanged. If the trapped charge is small compared with $n_0$ and varies smoothly over many Debye lengths, the drift current still removes the total charge at the rate $1/\tau_d$ in the Ohmic limit. The trapped charge itself may stay much longer; free electrons rearrange around it and screen it. A slow electrical response caused by trap emission is therefore compatible with a subpicosecond dielectric relaxation time.

\section*{Computed values}
\begin{verbatim}
electron density: 1.0e+16 cm^-3
mobility: 1200 cm2/Vs
relative permittivity: 11.7
temperature: 300 K
elementary charge: 1.6022e-19 C
vacuum permittivity: 8.8542e-14 F/cm
silicon permittivity: 1.0359e-12 F/cm
conductivity: 1.9226 S/cm
resistivity: 0.5201 ohm cm
dielectric relaxation time: 0.5388 ps
density in atomic units: 1.4818e-09
mobility in atomic units: 2.8206e+04
relaxation time in atomic units: 2.2276e+04
atomic unit of time: 2.4189e-17 s
diffusion coefficient: 31.02 cm2/s
Debye length: 40.88 nm
wavelength 10 um, simulated decay: 0.5385 ps
wavelength 10 um, formula decay: 0.5385 ps
wavelength 1 um, simulated decay: 0.5055 ps
wavelength 1 um, formula decay: 0.5055 ps
longitudinal mass (rough): 0.92 m_e
transverse mass (rough): 0.19 m_e
conductivity mass: 0.2583 m_e
momentum relaxation time: 0.1762 ps
ratio tau_m/tau_d: 0.327
damping rate gamma: 2.837 ps^-1
oscillation rate Omega: 1.575 ps^-1
1/e time with inertia: 0.605 ps
1/e time over tau_d: 1.123
largest overshoot: -0.349 percent
time of largest overshoot: 1.99 ps
signed area of decay curve: 0.5388 ps
light-mass deviation from exponential: 0.0022
oscillation threshold density: 7.64e+15 cm^-3
donor depth (rough): 0.045 eV
ionized fraction if 1e16 is donor density: 0.9959
density over band density of states: 3.64e-04
one-direction mean free path: 23.4 nm
disturbance amplitude: 0.01 percent of n
peak field at 10 um wavelength: 24.6 V/cm
saturation velocity (rough): 1.0e+07 cm/s
peak drift over saturation velocity: 0.0030
mobility temperature exponent (rough): -2.2
relaxation time at 400 K (rough): 1.01 ps
\end{verbatim}
